# Finite mean free path without diffusion in the periodic Lorentz gas

**Comment on the claim that a finite mean free path establishes diffusion**

The manuscript considers a point particle of constant speed $v$ that reflects specularly from fixed hard discs of radius $R$, centred on a square lattice of period $a$. It argues in three steps. The discs defocus neighbouring trajectories, so the direction of motion is soon forgotten. The mean free path $\ell$ is finite. Hence the displacement is a sum of many nearly independent steps of typical size $\ell$, and the mean-square displacement is $M(t)=4Dt$ with $D$ of order $v\ell$.

The discs do defocus, and the mean free path is finite. That the direction is always soon forgotten is not true, as shown below for particles in long flights. My main objection is to the third step, and it appears as soon as the sum is written out. In a time $t$ there are about $vt/\ell$ flights. If their directions were independent and isotropic, the cross terms would average to zero and

$$M(t)\simeq\frac{vt}{\ell}\,\langle L^2\rangle ,$$

where $L$ is the length of one flight. For exponentially distributed lengths $\langle L^2\rangle=2\ell^2$, so $M=2\ell vt$ and $D=v\ell/2$, as the manuscript expects. But what enters is the second moment, and a finite first moment does not bound it. The authors need the distribution of flight lengths.

**The mean free path is finite**

I take $a/(2\sqrt2)<R<a/2$ and a start uniform in direction and in the free area per cell, $A=a^2-\pi R^2$. This distribution is stationary. Its density in position and angle is $1/(2\pi A)$, so the collision rate with the one disc per cell, of perimeter $2\pi R$, is

$$\frac{1}{2\pi A}\,(2\pi R)\int_{-\pi/2}^{\pi/2}v\cos\varphi\,d\varphi=\frac{2Rv}{A},\qquad \ell=\frac{A}{2R}.$$

For $R=0.36a$ this gives $\ell=0.8234a$, and simulated trajectories give $0.8239a$. The manuscript is right on this point. The derivation used only a flux, however, and says nothing about the shape of the distribution.

**The tail of the flight lengths**

Between neighbouring rows of discs runs a straight free corridor of width $w=a-2R$. Lattice rows in any other direction are at most $a/\sqrt2$ apart, which is less than $2R$ here, so corridors exist only along the two axes.

Let $F(s)$ be the probability that a particle from the uniform start travels at least $s$ without a collision. For $s\gg a$ it must lie in a corridor and move at a small angle $\theta$ to it. Treat the tips of the discs as straight walls, which costs a relative error of order $a/s$. A particle at height $y$ above the lower wall that moves upward survives if $y+s\theta<w$. The allowed heights have total length $w-s\theta$, so

$$\int_0^{w/s}(w-s\theta)\,d\theta=\frac{w^2}{s}-\frac{w^2}{2s}=\frac{w^2}{2s}.$$

Upward and downward motion, two senses along the corridor and two axes give a factor 8. Multiplication by the corridor length $a$ per cell and by the density gives

$$F(s)\simeq\frac{a}{2\pi A}\,\frac{8w^2}{2s}=\frac{K}{s},\qquad K=\frac{2a\,w^2}{\pi A}.$$

For $R=0.36a$, $w=0.28a$ and $K=0.0842a$. Rays traced among the actual discs give $sF(s)=0.0879a$, $0.0863a$ and $0.0846a$ at $s=25a$, $50a$ and $100a$. At $R=0.42a$, where $K=0.0366a$, the traced value at $s=100a$ is $0.0370a$.

Now let $P(s)$ be the probability that a flight between two collisions exceeds $s$. A uniform start falls within a flight of length $L$ with more than $s$ still to go on a stretch of length $L-s$, provided $L>s$. There are $1/\ell$ flights per unit path, so

$$F(s)=\frac1\ell\big\langle(L-s)_+\big\rangle=\frac1\ell\int_s^\infty P(s')\,ds',\qquad P(s)=-\ell\,\frac{dF}{ds}\simeq\frac{K\ell}{s^2}.$$

Direct sampling from the disc surfaces at $s=100a$ gives $s^2P=0.0715a^2$, against $K\ell=0.0693a^2$. The consequences for the moments are

$$\langle L\rangle=\int_0^\infty P\,ds<\infty,\qquad \langle L^2\rangle=2\int_0^\infty sP\,ds=\infty .$$

The second integral diverges logarithmically. The quantity on which the manuscript's diffusion coefficient rests does not exist.

**Does the next collision destroy the memory?**

The authors could reply that flights are not independent, and that correlations might cancel the divergence. The question is then how the velocity correlation $C(t)=\langle\mathbf v(0)\cdot\mathbf v(t)\rangle$ decays. Particles that have not yet collided contribute $v^2F(vt)\simeq vK/t$. What do the others add?

A long flight crosses the corridor from one wall to the other, so its slope is $\psi\simeq w/s$. From one disc to the next the ray climbs by $a\psi$. It therefore first strikes a disc at a depth $\delta$ beyond the tip that is evenly distributed between 0 and $a\psi$. The impact parameter is $R-\delta$, and the deflection is

$$\chi=2\arccos\frac{R-\delta}{R}\simeq2\sqrt{\frac{2\delta}{R}} .$$

Averages over $\delta$ give

$$\langle\chi\rangle=\frac{1}{a\psi}\int_0^{a\psi}2\sqrt{\frac{2\delta}{R}}\,d\delta=\frac43\sqrt{\frac{2a\psi}{R}},\qquad
\Big\langle\frac1\chi\Big\rangle=\frac{1}{a\psi}\int_0^{a\psi}\frac12\sqrt{\frac{R}{2\delta}}\,d\delta=\sqrt{\frac{R}{2a\psi}} .$$

For $\psi=0.001$ rad and $R=0.36a$ these are 0.0994 rad and 13.42 rad$^{-1}$; traced reflections give 13.33 rad$^{-1}$ for the second. In place of the first, the trace records the angle to the corridor after the hit, $\chi-\psi$; its mean is 0.0985 rad, against an expected 0.0984 rad.

The deflection is small but much larger than $\psi$. The particle goes on in nearly the same direction and crosses the corridor again after a mean length that, to leading order for $s\gg a$ and with smaller terms dropped, is

$$e(s)=w\Big\langle\frac1\chi\Big\rangle=\sqrt{\frac{wRs}{2a}} .$$

By time reversal the flight before the long one has the same mean length. A flight of length $s$ is thus the core of a nearly straight stretch of length $s+2e(s)$. The number of flights per unit path and unit length is $-\ell^{-1}dP/ds=2K/s^3$, and a stretch contains both end points of a time interval $t$ over a length $s+2e-vt$. To first order in $e$,

$$\frac{C(t)}{v^2}\simeq\int_{vt}^\infty\frac{2K}{s^3}(s-vt)\,ds+\int_{vt}^\infty\frac{4K}{s^3}\sqrt{\frac{wRs}{2a}}\,ds .$$

The first integral is $2K/(vt)-K/(vt)=K/(vt)$. In the second, $\int_{vt}^\infty s^{-5/2}ds=\tfrac23(vt)^{-3/2}$. Therefore

$$C(t)\simeq\frac{vK}{t}\left[1+\kappa\sqrt{\frac{a}{vt}}\right],\qquad \kappa=\frac{8}{3a}\sqrt{\frac{wR}{2}} .$$

The correction is integrable at long times, and the leading term is not. This is a scaling argument, not a proof. It assumes that all remaining correlations decay fast enough to be integrated.

**The mean-square displacement**

Since $\mathbf x(t)=\int_0^t\mathbf v\,dt'$ and the process is stationary,

$$\frac{M(t)}{t}=2\int_0^tC(u)\,du-\frac2t\int_0^tu\,C(u)\,du .$$

The first term is a constant plus $2vK\ln t-4vK\kappa\sqrt{a/(vt)}$. The second subtracts $2vK+4vK\kappa\sqrt{a/(vt)}$, up to terms that vanish faster than $t^{-1/2}$. Together,

$$\frac{M(t)}{vt}\simeq2K\left[\ln\frac{vt}{a}-4\kappa\sqrt{\frac{a}{vt}}\right]+\text{const},\qquad M(t)\sim2Kvt\ln t .$$

The ratio $M/t$ has no limit, so no diffusion coefficient exists. The constant depends on short-time motion and is not determined here. A simulation should therefore be judged by the slope of $M/(vt)$ against $\ln t$, predicted to approach $2K=0.168a$.

Simulated values of $M/(vt)$ are $1.031a$, $1.363a$, $1.719a$ and $1.928a$ at $vt/a=5$, 14, 55 and 141. The slopes between successive values are

$$\frac{0.332a}{\ln(14/5)}=0.32a,\qquad\frac{0.356a}{\ln(55/14)}=0.26a,\qquad\frac{0.209a}{\ln(141/55)}=0.22a .$$

They fall towards the prediction but have not reached it. A fit to times between about $15a/v$ and $150a/v$ gives $0.252a$, half as much again as $2K$. With the square-root correction in the fit, where $\kappa=0.60$, the coefficient is $0.208a$ with a standard error of $0.014a$. It is still 24% above $2K$ and nearly three standard errors away. I read the remainder as higher slow corrections, for instance from the second flight after a long one, but that is a conjecture. The simulation shows that $M/t$ keeps growing; that the growth is logarithmic, and with what coefficient, rests on the tail calculation and the scaling argument.

**A control the authors should include**

To see that the corridors are responsible, add a disc of radius $0.20a$ at the centre of each cell and leave the other discs unchanged. The corridors are now blocked. The longest recorded flight drops from $449a$ to $1.86a$, and $M/(vt)$ is $0.464a$, $0.468a$ and $0.465a$ at $vt=14a$, $55a$ and $141a$. This is ordinary diffusion with $D\simeq0.465\,av/4=0.116\,av$.

The mean free path changes as well, to $0.417a$, but it is finite in both lattices and so cannot be what separates them. Even in the closed lattice the estimate $v\ell/2=0.21\,av$ is too large by a factor of 1.8. It assumes exponentially distributed lengths and independent directions. Here the lengths are bounded, and a disc on average turns a particle backwards: the impact parameter $b$ is evenly distributed, so the mean cosine of the deflection is $\langle2b^2/R^2-1\rangle=-1/3$.

The effect is hard to see when the corridors are narrow. As $w\to0$, the particle stays long in one cell and leaves through its four gaps of width $w$ at the total rate $4vw/(\pi A)$, by the flux argument used for $\ell$. If successive hops of length $a$ are treated as independent, this gives $M/(vt)\sim4a^2w/(\pi A)$, which is meant only as an order of magnitude. The logarithmic term $2K\ln(vt/a)$ is $(w/a)\ln(vt/a)$ times this estimate, so it takes over only when $\ln(vt/a)$ is of order $a/w$ or larger. Until then the motion looks diffusive. At $R=a/2$ the discs touch and the particle is trapped. For $R<a/(2\sqrt2)$ diagonal corridors open as well, and $K$ acquires further terms.

**A Gaussian histogram would not rescue the claim**

The authors may wish to fit a Gaussian to the displacements and read a coefficient from its width. A model of independent flights with the same kind of tail shows what they would find. Let the steps $X$ be symmetric with $\mathrm{Prob}(|X|>x)=1/x^2$ for $x>1$. Two integrations by parts give the characteristic function

$$\phi(k)=\int_1^\infty\frac{2\cos kx}{x^3}\,dx=\cos k-k\sin k+k^2\,\mathrm{Ci}(k),$$

where $\mathrm{Ci}$ is the cosine integral. Since $\mathrm{Ci}(k)\simeq\gamma+\ln k$ for small $k$, with $\gamma$ Euler's constant,

$$1-\phi(k)\simeq k^2\left[\ln\frac1k+\frac32-\gamma\right].$$

For $n$ steps set $k=q/\sqrt{n\ln n}$. Then

$$n(1-\phi)\simeq\frac{q^2}{\ln n}\left[\frac12\ln n+\frac12\ln\ln n-\ln q+\frac32-\gamma\right]\to\frac{q^2}{2}.$$

The sum becomes Gaussian with variance $n\ln n$. A particle of finite speed, however, cannot have made a flight longer than about $n$, and the mean square with this cut is

$$n\int_1^nx^2\,\frac{2}{x^3}\,dx=2n\ln n .$$

The Gaussian centre carries half of the mean square. Flights between $\sqrt n$ and $n$, too rare to shape the centre, carry the other half. The ratio approaches one half slowly: with the central variance read from the characteristic function at $q=1$, it is 0.608 for $10^{10}$ flights and 0.516 for $10^{100}$. Through the term $\ln q$ the value depends on this choice: for $10^{10}$ flights it is 0.66 at $q=0.3$ and 0.56 at $q=3$. Carried over to the Lorentz gas, the same count gives a central variance that approaches $Kvt\ln t$, half of $M(t)$, only at extremely long times. A Gaussian shape is therefore no evidence for linear growth, and its width does not give $M(t)$.

**The proposed application to antidot lattices**

The natural device is a two-dimensional electron gas in GaAs/AlGaAs with a lattice of antidots. Impurities now limit the memory. Suppose they randomize the direction at independent random times with lifetime $\tau$. For $v\tau\gg a$ the impurity-free $C(t)$ is then multiplied by $e^{-t/\tau}$ to a good approximation, and diffusion returns. The factor is not exact, because an impurity event leaves the position unchanged, and near a disc the position biases the later motion. For the values used below this changes $D$ by less than about 1%. With $C$ and $M$ taken without impurities, from $M''=2C$ and $M(0)=M'(0)=0$, two integrations by parts give

$$D(\tau)\simeq\frac12\int_0^\infty C(t)\,e^{-t/\tau}dt=\frac{1}{4\tau^2}\int_0^\infty M(t)\,e^{-t/\tau}dt .$$

The $1/t$ tail makes $D$ grow as $(Kv/2)\ln\tau$.

Take rough typical values: density $3\times10^{11}$ cm$^{-2}$, impurity mobility $10^6$ cm$^2$/Vs, effective mass 0.067 electron masses and temperature 1 K. The period is 1000 nm and the antidot radius is 360 nm. Then $v=2.37\times10^7$ cm/s, $\tau=38.1$ ps, $v\tau=9.04a$ and $av=2372$ cm$^2$/s. The formula gives $D=797$ cm$^2$/s; a separate simulation with impurity events gives 811 cm$^2$/s. Both values carry a sampling error of 1 to 2%, so their difference does not measure the correction mentioned above. With the Fermi energy $E_F=10.72$ meV, the effective mobility is $eD/E_F=797/0.01072\simeq7.4\times10^4$ cm$^2$/Vs. This is the sheet conductivity divided by $e$ and by the density averaged over the whole cell; divided by the density between the antidots instead, it is smaller by the factor $A/a^2=0.59$.

At fixed geometry and density, and with impurity events that randomize the direction completely, tripling the impurity mobility raises $D$ to 971 cm$^2$/s, a gain of 174 cm$^2$/s. With closed corridors $D$ moves only from 273 to 276 cm$^2$/s. The leading law predicts a gain of

$$\frac{Kv}{2}\ln3=\frac{0.0842\times2372}{2}\times1.099\simeq110\ \text{cm}^2/\text{s}.$$

The square-root term in $C$ enters the same integral for $D$. Since $\int_0^\infty t^{-3/2}\big(e^{-t/(3\tau)}-e^{-t/\tau}\big)dt=2\sqrt{\pi/\tau}\,\big(1-1/\sqrt3\big)$, it adds

$$Kv\,\kappa\sqrt{\frac{\pi a}{v\tau}}\left(1-\frac1{\sqrt3}\right)\simeq30\ \text{cm}^2/\text{s},$$

which leaves about 34 cm$^2$/s unexplained; the simulated gain is itself uncertain by roughly 15 cm$^2$/s, so the size of this remainder is known only roughly. Nine periods are too few for the asymptotic law to be accurate.

A real sample offers even fewer. The Fermi wavelength is $\lambda=45.8$ nm and the corridor is 280 nm wide. Diffraction spreads the motion by an angle of about $\lambda/(2w)$, which reaches $w/s$ at $s=2w^2/\lambda\simeq3400$ nm. If the impurities scatter by small angles, the direction diffuses with variance $2s/(v\tau)$. The sideways variance is then $2s^3/(3v\tau)$, and it equals $w^2$ at $s\simeq1000$ nm. Cutting the logarithm at these lengths instead of at $v\tau\simeq9000$ nm lowers $D$ by roughly 100 or 200 cm$^2$/s, that is, by about a tenth or a quarter of the ideal value. This stretches the asymptotic formula to lengths where it is poor, so only the order of magnitude counts. The diffraction figure assumes that a flight ends once the wave has spread to the discs; no wave calculation for the lattice was made. Soft antidot edges are not included. Thermal smearing ($k_BT/E_F=0.008$), electron-electron collisions (path about $2\times10^5$ nm) and bending in a stray field of 50 µT (limit about $6\times10^4$ nm) matter less here.

**Recommendation**

The claim of diffusion should be withdrawn for the open lattice and may be kept for the closed one. For the device, the authors may quote a diffusion coefficient, provided they state the impurity lifetime that makes it finite and whether the impurities scatter by large or small angles. They should not present such a sample as a realization of the $t\ln t$ law, since its corridor flights end after one to a few periods. The numerical output below gives the values used in this comment.

## Calculated quantities

```
disc radius R/a = 0.36, corridor width w/a = 0.28
tail constant K/a = 0.08419
s/a = 25: s F(s)/a = 0.08785
s/a = 50: s F(s)/a = 0.08627
s/a = 100: s F(s)/a = 0.08459
R/a = 0.42: K/a = 0.03656, traced s F(s)/a = 0.03704
s^2 P(s)/a^2 at s/a = 100: 0.07151, K*mfp/a^2 = 0.06932
slope 0.001 rad: mean exit angle 0.0985 rad, law 0.0994 rad
mean inverse deflection 13.33 rad^-1, law 13.42 rad^-1
open: mean free path/a = 0.8239, formula 0.8234
closed (centre disc radius/a = 0.20): mean free path/a = 0.4173, formula 0.4171
longest flight/a: open 449, closed 1.86
v t/a = 1: M/(a v t) open 0.563, closed 0.384
v t/a = 5: M/(a v t) open 1.031, closed 0.453
v t/a = 14: M/(a v t) open 1.363, closed 0.464
v t/a = 55: M/(a v t) open 1.719, closed 0.468
v t/a = 141: M/(a v t) open 1.928, closed 0.465
law: slope 2K/a = 0.168 per unit ln t
open, plain slope: 0.252 +- 0.017
open, slope with t^(-1/2) correction: 0.208 +- 0.014
closed, plain slope: 0.0016
10^10 flights: centre variance / mean square = 0.6082
10^30 flights: centre variance / mean square = 0.5440
10^100 flights: centre variance / mean square = 0.5158
period 1000 nm, antidot radius 360 nm, density 3.0e+11 cm^-2
effective mass 0.067 m_e, T = 1.0 K
impurity mobility 1.0e+06 cm^2/Vs, lifetime 38.1 ps
Fermi velocity 2.372e+07 cm/s, energy 10.72 meV
period crossing time a/v 4.22 ps, v tau/a = 9.04
D without antidots: 10719 cm^2/s
D open: 796.7 cm^2/s; impurity mobility x3: 970.5 cm^2/s
effective mobility open: 7.432e+04 cm^2/Vs
D closed: 272.9 cm^2/s; impurity mobility x3: 276.1 cm^2/s
effective mobility closed: 2.546e+04 cm^2/Vs
D open, direct impurity simulation: 811.2 cm^2/s
asymptotic gain (K v/2) ln 3: 109.7 cm^2/s
corridor width 280 nm, Fermi wavelength 45.8 nm
impurity mean free path 9037 nm
flight limit from diffraction: 3426 nm
flight limit if impurities scatter by small angles: 1020 nm
electron-electron path, rough: 2.3e+05 nm
thermal smearing kT/E_F = 0.0080
flight limit from bending in 50 uT: 6.4e+04 nm
```
